# Intersubband absorption and Stark shift in an infinite quantum well, part 1

(Sections cited here and not found follow in the second part.)

A thin semiconductor layer between two thick barriers confines a conduction electron along the growth axis $z$ and leaves it free in the plane. The conduction band splits into subbands, each a two-dimensional parabola lifted by a confinement energy. For a layer some ten nanometres wide the subband spacing lies in the infrared, and a voltage across the layer shifts the levels. One wants to know which polarization of light lifts an electron from one subband to another, how the absorption is shared among the final subbands, and how the lowest level moves in a static field. With impenetrable barriers the first two questions have closed answers, and so does the third to second order in the static field.

## Model and conventions

Hartree atomic units are used: $\hbar = m_0 = e = 1$, and the electron has charge $-1$. The assumptions are these.

(A1) One electron moves in one nondegenerate, spin-independent band with its extremum at $\mathbf k=0$, described by an envelope function that varies slowly on the scale of the lattice period. Other electrons are ignored, so there is no collective (depolarization) shift of the line.

(A2) The band is parabolic and isotropic with constant mass $m$, in units of $m_0$.

(A3) The envelope vanishes at $z=0$ and $z=L$ and is periodic over a large area $\mathcal S$ in the plane $\boldsymbol\rho=(x_1,x_2)$.

(A4) The light field is uniform over the sample (dipole approximation), with vector potential $\mathbf A(t)$ and electric field $-\partial_t\mathbf A$. The momentum of the photon is thereby neglected.

The envelope Hamiltonian is $H=\mathbf p^2/2m$. The coordinate measured from the centre of the well is $x=z-L/2$. Separation of variables gives plane waves in the plane and, along $z$, the equation $H_0\chi=E\chi$ with $H_0=-\frac{1}{2m}\frac{d^2}{dz^2}$. The solution that vanishes at $z=0$ is a sine, and vanishing at $z=L$ quantizes its wave number:

$$\psi_{n\mathbf k}=\frac{e^{i\mathbf k\cdot\boldsymbol\rho}}{\sqrt{\mathcal S}}\chi_n(z),\qquad \chi_n=\sqrt{\frac2L}\sin\frac{n\pi z}{L},\qquad E_{n\mathbf k}=E_n+\frac{k^2}{2m},\qquad E_n=\frac{n^2\pi^2}{2mL^2},$$

with $n=1,2,\dots$ The $\chi_n$ are real, orthonormal and complete on $(0,L)$. Write $\omega_{nl}=E_n-E_l$, and $O_{nl}=\int_0^L\chi_n O\chi_l\,dz$ for an operator $O$ acting on $z$.

The measure of absorption follows from the coupling. The substitution $\mathbf p\to\mathbf p+\mathbf A$ (charge $-1$) gives $H+\mathbf A\cdot\mathbf p/m+A^2/2m$; Lemma 1 justifies the mass in the middle term. The last term is a number at each time and connects no two different states. For $\mathbf A=A_0\hat{\mathbf e}\cos\omega t$ the absorbing part of the perturbation is $(A_0/2m)\,\hat{\mathbf e}\cdot\mathbf p\,e^{-i\omega t}$. The golden rule with field amplitude $\mathcal E_0=\omega A_0$ gives the rate $W$ and the absorbed power

$$\omega W=\omega\,2\pi\frac{\mathcal E_0^2}{4m^2\omega^2}|\hat{\mathbf e}\cdot\mathbf p_{fi}|^2\delta(\omega_{fi}-\omega)=\frac{\pi\mathcal E_0^2}{4m}\,f\,\delta(\omega_{fi}-\omega),\qquad f=\frac{2|\hat{\mathbf e}\cdot\mathbf p_{fi}|^2}{m\,\omega_{fi}} .$$

A classical oscillator of unit charge, mass $m$ and frequency $\omega_0$ has polarizability $1/[m(\omega_0^2-\omega^2-i\gamma\omega)]$. Near resonance $\omega_0^2-\omega^2\approx2\omega_0(\omega_0-\omega)$, so the imaginary part is $(1/2m\omega_0)(\gamma/2)/[(\omega-\omega_0)^2+\gamma^2/4]$, which tends to $(\pi/2m\omega_0)\delta(\omega-\omega_0)$ as $\gamma\to0$. The mean absorbed power, $\frac12\mathcal E_0^2\omega$ times the imaginary part, is $(\pi\mathcal E_0^2/4m)\,\delta(\omega-\omega_0)$. The oscillator strength $f$ thus counts the absorption in units of one classical oscillator of mass $m$. The strength from level $l$ to level $n$ is written $f_{ln}$; it is negative for $n<l$.

## Theorem

Under (A1) to (A4):

(a) To first order in the light field (one-photon processes), a transition between different subbands requires a $z$ component of that field, conserves $\mathbf k$, occurs at the frequency $\omega_{nl}$ for every $\mathbf k$, and requires $n-l$ odd.

(b) For $z$ polarization and $n-l$ odd,
$$f_{ln}=2m\,\omega_{nl}|z_{nl}|^2=\frac{64\,n^2l^2}{\pi^2(n^2-l^2)^3},\qquad f_{12}=\frac{256}{27\pi^2}=0.9607,\qquad \sum_{n}f_{ln}=1 .$$

(c) In a static field $F$ along $+z$, with energies measured from the potential at the centre of the well, the shift of level $n$ to second order in $F$ is
$$\Delta E_n=mF^2L^4\,\frac{n^2\pi^2-15}{24\,n^4\pi^4},\qquad \Delta E_1=-C\,mF^2L^4,\qquad C=\frac{15-\pi^2}{24\pi^4}=2.1945\times10^{-3}.$$
This is the leading term of an expansion in even powers of $\lambda=mFL^3$.

In ordinary units the effective mass is $m^*=m\,m_0$, $\lambda=m^*eFL^3/\hbar^2$ and $\Delta E_1=-C\,m^*e^2F^2L^4/\hbar^2$.

## Lemmas

**Lemma 1 (the light couples through $1/m$).** To first order in the gradient of the envelope, the matrix element of the true momentum between two crystal states of the band is $P^\alpha_{fi}=\sum_\beta w_{\alpha\beta}\langle F^f|p^\beta|F^i\rangle$, where $F$ is the envelope and $w$ the inverse mass tensor of the band.

*Proof.* Let $u_\nu$ be the Bloch functions at $\mathbf k=0$ of the crystal Hamiltonian $\mathbf p^2/2+V_{\rm cr}$, with energies $\epsilon_\nu$ and cell-averaged momentum elements $\mathbf p_{\mu\nu}$. The band of interest is $c$, and $\mathbf p_{cc}=0$ because $\mathbf p_{cc}$ is the band velocity at the extremum. Write $\Psi=\sum_\nu F_\nu u_\nu$. The product rule gives
$$\left(\tfrac12\mathbf p^2+V_{\rm cr}\right)F_\nu u_\nu=u_\nu\tfrac12\mathbf p^2F_\nu+(\mathbf pF_\nu)\cdot(\mathbf pu_\nu)+\epsilon_\nu F_\nu u_\nu .$$
Multiply $(H_{\rm cr}-E)\Psi=0$ by $u_\mu^*$ and average over one cell, across which the slow functions are constant by (A1):
$$\left(\epsilon_\mu-E+\tfrac12\mathbf p^2\right)F_\mu+\sum_\nu\mathbf p_{\mu\nu}\cdot\mathbf pF_\nu=0 .$$
For $b\neq c$ and $E\approx\epsilon_c$ the terms of first order in the gradient give $F_b=\mathbf p_{bc}\cdot\mathbf pF_c/(\epsilon_c-\epsilon_b)$. Inserting this in the equation for $\mu=c$, and symmetrizing in $\alpha,\beta$ because $p^\alpha p^\beta$ is symmetric, gives $\frac12\sum w_{\alpha\beta}p^\alpha p^\beta F_c=(E-\epsilon_c)F_c$ with
$$w_{\alpha\beta}=\delta_{\alpha\beta}+\sum_{b\ne c}\frac{p^\alpha_{cb}p^\beta_{bc}+p^\beta_{cb}p^\alpha_{bc}}{\epsilon_c-\epsilon_b}.$$
The same product rule and cell average applied to the momentum give
$$P^\alpha_{fi}=\sum_\mu\langle F^f_\mu|p^\alpha|F^i_\mu\rangle+\sum_{\mu\nu}p^\alpha_{\mu\nu}\langle F^f_\mu|F^i_\nu\rangle .$$
At first order the first sum keeps only $\mu=c$. In the second, the $cc$ term vanishes, the $bb'$ terms are of second order, and the mixed terms are $p^\alpha_{cb}\langle F_c^f|F_b^i\rangle+p^\alpha_{bc}\langle F_b^f|F_c^i\rangle$. With the expression for $F_b$, with $(p^\beta_{bc})^*=p^\beta_{cb}$, and with $p^\beta$ moved from the bra to the ket (allowed because $F_c$ vanishes at the walls), they become $\sum_\beta(p^\alpha_{cb}p^\beta_{bc}+p^\alpha_{bc}p^\beta_{cb})\langle F_c^f|p^\beta|F^i_c\rangle/(\epsilon_c-\epsilon_b)$. The total is $\sum_\beta w_{\alpha\beta}\langle F^f_c|p^\beta|F^i_c\rangle$. $\blacksquare$

The true coupling is $\mathbf A\cdot\mathbf P$ with the free mass, so under (A2) it equals $\mathbf A\cdot\mathbf p/m$ on envelopes.

*Remark 1 (a crystal between walls).* The cell average is not justified in the cells next to a wall, where the envelope has a kink, so the lemma was tested on a model without any envelope step: a free-mass electron in the potential $V_0\cos2\pi z$, with $V_0=10$ Ha and period 1 bohr, between hard walls $N$ cells apart, both at maxima of the potential. Other wall positions were not tested. For the lowest band every $\epsilon_b$ lies above $\epsilon_c$, so $w<1$; the curvature of the band gives $m=1.54903$ and $1/m=0.64557$. The true momentum element between the two lowest states, divided by the envelope value $8/(3L)$ of Lemma 3, is $0.64284$ for $N=20$ and $0.64489$ for $N=40$. Remark 2 returns to this model.

**Lemma 2 (length form).** For all $n,l$: $p_{nl}=i\,m\,\omega_{nl}\,z_{nl}$, where $p=-i\,d/dz$.

*Proof.* For a smooth $g$ with $g(0)=g(L)=0$, two integrations by parts give
$$\int_0^L\chi_nH_0g\,dz=E_n\int_0^L\chi_ng\,dz-\frac1{2m}\left[\chi_ng'-\chi_n'g\right]_0^L=E_n\int_0^L\chi_ng\,dz,$$
since both $\chi_n$ and $g$ vanish at the walls. Take $g=z\chi_l$, which does. From $(z\chi_l)''=z\chi_l''+2\chi_l'$,
$$H_0(z\chi_l)=E_l\,z\chi_l-\frac1m\chi_l' .$$
Multiplying by $\chi_n$ and integrating gives $E_nz_{nl}=E_lz_{nl}-\frac1m\int\chi_n\chi_l'$, so $\int\chi_n\chi_l'=-m\omega_{nl}z_{nl}$. Multiplication by $-i$ gives the claim. $\blacksquare$

**Lemma 3 (matrix elements).** $z_{nn}=L/2$, so $x_{nn}=0$. For $n\ne l$, $x_{nl}=z_{nl}$; it vanishes for $n-l$ even, and for $n-l$ odd
$$z_{nl}=-\frac{8\,nl\,L}{\pi^2(n^2-l^2)^2},\qquad |p_{nl}|=\frac{4nl}{L\,|n^2-l^2|}.$$

*Proof.* From $\sin(n\pi-\theta)=(-1)^{n+1}\sin\theta$, $\chi_n(L-z)=(-1)^{n+1}\chi_n(z)$: the state has parity $(-1)^{n+1}$ under $x\to-x$. The integrand $\chi_nx\chi_l$ has parity $-(-1)^{n+l}$ and integrates to zero when $n-l$ is even, including $n=l$. Since $z=x+L/2$, $z_{nl}=x_{nl}+\frac L2\delta_{nl}$. For $n-l$ odd use $2\sin a\sin b=\cos(a-b)-\cos(a+b)$:
$$z_{nl}=\frac1L\int_0^Lz\left[\cos\frac{(n-l)\pi z}{L}-\cos\frac{(n+l)\pi z}{L}\right]dz .$$
For an integer $j\neq0$, integration by parts gives
$$\int_0^Lz\cos\frac{j\pi z}L\,dz=\left[\frac{zL}{j\pi}\sin\frac{j\pi z}{L}\right]_0^L-\frac{L}{j\pi}\int_0^L\sin\frac{j\pi z}{L}\,dz=\left(\frac{L}{j\pi}\right)^2\left[(-1)^j-1\right].$$
Both $n-l$ and $n+l$ are odd, so each bracket is $-2$, and
$$z_{nl}=-\frac{2L}{\pi^2}\left[\frac1{(n-l)^2}-\frac1{(n+l)^2}\right]=-\frac{2L}{\pi^2}\,\frac{(n+l)^2-(n-l)^2}{(n^2-l^2)^2}=-\frac{2L}{\pi^2}\,\frac{4nl}{(n^2-l^2)^2}.$$
With $m\omega_{nl}=\pi^2(n^2-l^2)/2L^2$, Lemma 2 gives $|p_{nl}|$. $\blacksquare$

In particular $z_{12}=-16L/9\pi^2$, so $|z_{12}|/L=0.180127$, and $|p_{12}|=8/(3L)$.

**Lemma 4 (second-order energy).** Let $H_0+Fx$ act on functions that vanish at the walls, and let $\phi_n$ solve $(H_0-E_n)\phi_n=-x\chi_n$ with $\phi_n(0)=\phi_n(L)=0$. Then the first-order shift of level $n$ is zero and the second-order shift is $F^2e_2$ with
$$e_2=\int_0^L\chi_n\,x\,\phi_n\,dz=-\sum_{k\ne n}\frac{|x_{kn}|^2}{\omega_{kn}} .$$

*Proof.* The levels $E_n$ are nondegenerate. Put $\psi=\chi_n+F\phi_n+F^2\psi_2+\dots$ and $E=E_n+Fe_1+F^2e_2+\dots$, each term vanishing at the walls. Orders $F$ and $F^2$ of the eigenvalue equation read
$$(H_0-E_n)\phi_n=(e_1-x)\chi_n,\qquad (H_0-E_n)\psi_2=(e_1-x)\phi_n+e_2\chi_n .$$
Projection on $\chi_n$ makes the left sides vanish, by the identity in the proof of Lemma 2. The first equation gives $e_1=x_{nn}=0$, and the second then gives $e_2=\int\chi_nx\phi_n$. Adding a multiple of $\chi_n$ to $\phi_n$ does not change $e_2$, because $x_{nn}=0$. Projection of the first equation on $\chi_k$ with $k\ne n$ gives the coefficient $-x_{kn}/\omega_{kn}$ of $\chi_k$ in $\phi_n$, and insertion into $e_2$ gives the sum. $\blacksquare$

**Lemma 5 (the Dalgarno–Lewis function).** With $q=n\pi/L$, $s=\sin qz$, $c=\cos qz$,
$$\phi_n=-\frac{m}{2q}\sqrt{\frac2L}\left[\left(x^2-\frac{L^2}4\right)c-\frac xq\,s\right].$$

*Proof.* Since $E_n=q^2/2m$, multiplying the equation of Lemma 4 by $-2m$ gives $\phi''+q^2\phi=2mN_0\,xs$ with $N_0=\sqrt{2/L}$. For a function $h$ with $h''=-q^2h$ and a polynomial $P$, $(Ph)''+q^2Ph=P''h+2P'h'$. With $c'=-qs$ and $s'=qc$,
$$(x^2c)''+q^2x^2c=2c-4q\,xs,\qquad (xs)''+q^2xs=2q\,c,\qquad c''+q^2c=0 .$$
For $\phi=a\,x^2c+b\,xs+d\,c$ the left side is $-4qa\,xs+(2a+2qb)c$. Matching gives $a=-mN_0/2q$ and $b=-a/q$. At both walls $s=0$, $c=\pm1$ and $x^2=L^2/4$, so both boundary conditions reduce to $d=-aL^2/4$. Under $x\to-x$, $c$ has the parity opposite to $s$, being its derivative; every term of $\phi_n$ therefore has the parity opposite to $\chi_n$ and $\phi_n$ is orthogonal to $\chi_n$. $\blacksquare$

## Proof of the theorem

**Part (a).** The plane-wave factor is an eigenfunction of the in-plane momentum $\mathbf p_\parallel$, and $p_z$ acts on $\chi$ alone. Using orthonormality of the plane waves and of the $\chi_n$,
$$\langle n\mathbf k'|\hat{\mathbf e}\cdot\mathbf p|l\mathbf k\rangle=\delta_{\mathbf k'\mathbf k}\left[\hat{\mathbf e}_\parallel\cdot\mathbf k\,\delta_{nl}+e_z\,p_{nl}\right].$$
The prefactor conserves $\mathbf k$. The in-plane term connects a state only to itself and causes no transition, which leaves the term in $e_z$. By Lemma 3, $p_{nl}\neq0$ only for $n-l$ odd. The kinetic energy $k^2/2m$ is the same in both subbands and cancels, so the frequency is $\omega_{nl}$. $\blacksquare$

Light is transverse, so a wave travelling along $z$ has $e_z=0$ and is not absorbed in this model; for general polarization the strength is $e_z^2f_{ln}$.

**Part (b).** Lemma 2 turns the definition into $f_{ln}=2m^2\omega_{nl}^2|z_{nl}|^2/(m\omega_{nl})=2m\omega_{nl}|z_{nl}|^2$. With $2m\omega_{nl}=\pi^2(n^2-l^2)/L^2$ and Lemma 3,
$$f_{ln}=\frac{\pi^2(n^2-l^2)}{L^2}\cdot\frac{64\,n^2l^2L^2}{\pi^4(n^2-l^2)^4}=\frac{64\,n^2l^2}{\pi^2(n^2-l^2)^3}.$$
Both $m$ and $L$ have cancelled. For $l=1$, $n=2$ the numerator is $64\cdot4=256$ and the denominator $27\pi^2$.

For the Thomas–Reiche–Kuhn sum rule take $g=x\chi_l$. Its expansion coefficients are $x_{nl}$. Because $g$ vanishes at the walls, the identity in Lemma 2 shows that the coefficients of $(H_0-E_l)g$ are $\omega_{nl}x_{nl}$. Parseval's relation for the complete set $\chi_n$ gives $\sum_n\omega_{nl}x_{nl}^2=\int g(H_0-E_l)g\,dz$. As in Lemma 2, $(H_0-E_l)g=-\chi_l'/m$, and $\chi_l\chi_l'=\frac12(\chi_l^2)'$, so
$$\sum_n\omega_{nl}x_{nl}^2=-\frac1{2m}\int_0^Lx\,(\chi_l^2)'dz=-\frac1{2m}\left[x\chi_l^2\right]_0^L+\frac1{2m}\int_0^L\chi_l^2\,dz=\frac1{2m}.$$
Multiplication by $2m$ gives $\sum_nf_{ln}=1$. $\blacksquare$

The values from the ground level are $f_{12}=0.960675$, $f_{14}=0.030742$, $f_{16}=0.005445$, and $f_{1n}\to64/\pi^2n^4$ for large even $n$. All $f_{1n}$ are nonnegative, so none can exceed 1. From level 2 the downward term $f_{21}=-0.960675$ allows the upward terms to exceed 1, and $f_{23}=1.867552$.

Parts (a) and (b) of the theorem are now proved: the selection rules for intersubband absorption, and the oscillator strengths with their sum rule. What remains is part (c), the Stark shift to second order in the static field, followed by remarks on the results and their limits and a worked example.

Numerical values quoted here were computed with a short program.
